# Midpoint of the silicon-29 doublet of an oxide E-prime centre: a numerical check

```python
"""
Result under test: an electron spin 1/2 coupled isotropically to one nuclear
spin 1/2, swept in field at fixed microwave frequency, gives two lines whose
midpoint lies below the uncoupled resonance field B0 by
    delta = (sqrt(B0^2 + D^2) - B0) / 2,   approximately D^2 / (4 B0).
B0 = h nu / (g muB); D = separation of the two lines; a = hyperfine coupling
divided by g muB. All energies are divided by g muB and expressed in mT.
The lines are found by diagonalization and root search, without these formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]], complex) / 2
sz = np.array([[1, 0], [0, -1]], complex) / 2
one = np.eye(2)
S = [np.kron(m, one) for m in (sx, sy, sz)]
I = [np.kron(one, m) for m in (sx, sy, sz)]
muB = const.physical_constants["Bohr magneton"][0]
muN = const.physical_constants["nuclear magneton"][0]


def coupling(a, axial=0.0, theta=0.0):
    """Hyperfine matrix; static field along z, tensor axis tilted by theta."""
    n = np.array([np.sin(theta), 0.0, np.cos(theta)])
    tensor = a * np.eye(3) + axial * (3 * np.outer(n, n) - np.eye(3))
    return sum(tensor[i, j] * S[i] @ I[j] for i in range(3) for j in range(3))


def hamiltonian(B, hyperfine, eps=0.0):
    """eps = nuclear Zeeman energy relative to the electron Zeeman energy."""
    return B * S[2] - eps * B * I[2] + hyperfine


def all_resonances(hyperfine, B0, eps=0.0):
    """(perpendicular intensity, field) of every level pair resonant at B0."""
    found = []
    for low in range(4):
        for high in range(low + 1, 4):
            def mismatch(B):
                e = np.linalg.eigvalsh(hamiltonian(B, hyperfine, eps))
                return e[high] - e[low] - B0
            if mismatch(1e-3) * mismatch(2 * B0) < 0:
                B = brentq(mismatch, 1e-3, 2 * B0, xtol=1e-11)
                v = np.linalg.eigh(hamiltonian(B, hyperfine, eps))[1]
                strength = sum(abs(v[:, high].conj() @ m @ v[:, low]) ** 2
                               for m in S[:2])
                found.append((strength, B))
    return sorted(found, reverse=True)


def doublet(hyperfine, B0, eps=0.0):
    """Fields of the two strongest lines, lower field first."""
    return np.sort([line[1] for line in all_resonances(hyperfine, B0, eps)[:2]])


def midpoint_shift(hyperfine, B0, eps=0.0):
    return B0 - doublet(hyperfine, B0, eps).mean()


# Inputs: g is a rough value for an E-prime centre in silicon dioxide
g, nu, D = 2.0005, 9.5e9, 42.0
B0 = const.h * nu / (g * muB) * 1e3
MHz_per_mT = g * muB / const.h * 1e-9

# Closed forms against diagonalization, from weak to strong coupling
worst = 0.0
for ratio in (0.05, 0.12, 0.4, 0.9):
    for sign in (1, -1):
        a_test = ratio * B0
        lines = doublet(coupling(sign * a_test), B0)
        c = np.array([2 * B0 - a_test, 2 * B0 + a_test])
        separation = lines[1] - lines[0]
        shift = B0 - lines.mean()
        denominator = 4 * B0**2 - a_test**2
        errors = [*(lines - (c / 2 - a_test**2 / (2 * c))),
                  shift - a_test**2 * B0 / denominator,
                  separation - 4 * a_test * B0**2 / denominator,
                  shift - a_test * separation / (4 * B0),
                  shift - (np.hypot(B0, separation) - B0) / 2]
        worst = max(worst, np.max(np.abs(errors)))
assert worst < 1e-8

# Numerical search for the coupling that gives the measured separation
a = brentq(lambda x: np.diff(doublet(coupling(x), B0))[0] - D, 30, 50,
           xtol=1e-10)
a_formula = 2 * B0 * (np.hypot(B0, D) - B0) / D
assert abs(a - a_formula) < 1e-7
lines = doublet(coupling(a), B0)
delta = B0 - lines.mean()
delta_formula = (np.hypot(B0, D) - B0) / 2
delta_weak = D**2 / (4 * B0)
assert abs(delta - delta_formula) < 1e-7
assert abs(delta - 1.3) < 0.05
assert abs(delta_weak / delta - 1) < 0.01
delta_if_a = midpoint_shift(coupling(D), B0)
assert abs(delta_if_a - 1.3) < 0.05

# Selection rule: only two resonances are driven by a perpendicular field
resonances = all_resonances(coupling(a), B0)
assert len(resonances) == 4
assert resonances[1][0] > 0.45 and resonances[2][0] < 1e-12
strength_at = {round(B, 6): 2 * s for s, B in resonances[:2]}
relative_strength = [strength_at[round(B, 6)] for B in lines]

# Energies at fixed field, and the role of the flip-flop terms
e = np.linalg.eigvalsh(hamiltonian(B0, coupling(a)))
R = np.hypot(B0, a)
levels = np.sort([a/4 + B0/2, a/4 - B0/2, -a/4 + R/2, -a/4 - R/2])
assert np.allclose(e, levels, atol=1e-9)
rise_outer = e[3] - e[0] - (B0 + a / 2)
rise_inner = e[2] - e[1] - (B0 - a / 2)
assert rise_outer > 0 and abs(rise_outer - rise_inner) < 1e-9
assert abs(rise_outer - (R - B0) / 2) < 1e-9
shift_secular = midpoint_shift(a * S[2] @ I[2], B0)
assert abs(shift_secular) < 1e-8

# Same centre at a higher microwave frequency
nu_high = 34e9
B0_high = B0 * nu_high / nu
delta_high = midpoint_shift(coupling(a), B0_high)
assert abs(delta_high / delta * nu_high / nu - 1) < 0.01

# Neglected effects; the material parameters here are rough values
gN = -1.11
eps = gN * muN / (g * muB)
change_nuclear = (midpoint_shift(coupling(-a), B0, eps)
                  - midpoint_shift(coupling(-a), B0))
assert abs(change_nuclear) < 0.01
axial = 2.0
A_par, A_perp = a + 2 * axial, a - axial
shift_along = midpoint_shift(coupling(a, axial, 0.0), B0)
shift_across = midpoint_shift(coupling(a, axial, np.pi / 2), B0)
along_second = A_perp**2 / (4 * B0)
across_second = (A_par**2 + A_perp**2) / (8 * B0)
# relative tolerance covers the next order, of size (a / 2 B0)^2
assert abs(shift_along / along_second - 1) < 0.01
assert abs(shift_across / across_second - 1) < 0.01
nodes, weights = np.polynomial.legendre.leggauss(12)
shift_average = sum(w / 2 * midpoint_shift(
    coupling(a, axial, np.arccos((x + 1) / 2)), B0)
    for x, w in zip(nodes, weights))
assert abs(shift_average - delta) < 0.05
g_spread = 0.0015
field_spread = B0 * g_spread / g
a_second = 1.0
shift_second = midpoint_shift(coupling(a_second), B0)
temperature = 300.0
thermal_ratio = const.h * nu / (const.k * temperature)
g_apparent = const.h * nu / (muB * lines.mean() * 1e-3)

print(f"Microwave frequency: {nu/1e9:.1f} GHz")
print(f"g value (rough input): {g:.4f}")
print(f"Measured doublet separation D: {D:.1f} mT")
print(f"Electron frequency per field: {MHz_per_mT:.3f} MHz/mT")
print(f"Uncoupled resonance field B0: {B0:.3f} mT")
print(f"Hyperfine coupling a found from D: {a:.3f} mT")
print(f"Hyperfine coupling as a frequency: {a*MHz_per_mT:.1f} MHz")
print(f"Low-field line: {lines[0]:.3f} mT")
print(f"High-field line: {lines[1]:.3f} mT")
print(f"Doublet midpoint: {lines.mean():.3f} mT")
print(f"Midpoint shift below B0, diagonalization: {delta:.4f} mT")
print(f"Midpoint shift below B0, closed formula: {delta_formula:.4f} mT")
print(f"Midpoint shift in gauss: {delta*10:.2f} G")
print(f"Weak-coupling estimate D^2/(4 B0): {delta_weak:.4f} mT")
print(f"Shift if 42 mT is a instead of D: {delta_if_a:.4f} mT")
print(f"Largest closed-form error up to a = 0.9 B0: {worst:.1e} mT")
print(f"Low-field line strength / uncoupled: {relative_strength[0]:.4f}")
print(f"High-field line strength / uncoupled: {relative_strength[1]:.4f}")
print(f"Rise of both transitions at field B0: {rise_outer:.4f} mT")
print(f"The same rise as a frequency: {rise_outer*MHz_per_mT:.2f} MHz")
print(f"Shift without flip-flop, magnitude: {abs(shift_secular):.1e} mT")
print(f"Apparent g from the midpoint: {g_apparent:.4f}")
print(f"Higher microwave frequency: {nu_high/1e9:.1f} GHz")
print(f"Uncoupled field at higher frequency: {B0_high:.2f} mT")
print(f"Midpoint shift at higher frequency: {delta_high:.4f} mT")
print(f"Silicon-29 nuclear g factor (rough input): {gN:.2f}")
print(f"Shift change from nuclear Zeeman: {change_nuclear:.1e} mT")
print(f"Axial hyperfine part (rough input): {axial:.1f} mT")
print(f"Shift, field along hyperfine axis: {shift_along:.3f} mT")
print(f"Second-order formula, along axis: {along_second:.3f} mT")
print(f"Shift, field across hyperfine axis: {shift_across:.3f} mT")
print(f"Second-order formula, across axis: {across_second:.3f} mT")
print(f"Shift averaged over directions: {shift_average:.3f} mT")
print(f"g anisotropy (rough input): {g_spread:.4f}")
print(f"Field spread from g anisotropy: {field_spread:.3f} mT")
print(f"Second-nucleus coupling (rough input): {a_second:.1f} mT")
print(f"Midpoint shift from second nucleus: {shift_second:.5f} mT")
print(f"Temperature: {temperature:.0f} K")
print(f"Microwave quantum / thermal energy: {thermal_ratio:.5f}")
print("finished without a failed check")
```

Output:

```
Microwave frequency: 9.5 GHz
g value (rough input): 2.0005
Measured doublet separation D: 42.0 mT
Electron frequency per field: 27.999 MHz/mT
Uncoupled resonance field B0: 339.292 mT
Hyperfine coupling a found from D: 41.840 mT
Hyperfine coupling as a frequency: 1171.5 MHz
Low-field line: 316.997 mT
High-field line: 358.997 mT
Doublet midpoint: 337.997 mT
Midpoint shift below B0, diagonalization: 1.2948 mT
Midpoint shift below B0, closed formula: 1.2948 mT
Midpoint shift in gauss: 12.95 G
Weak-coupling estimate D^2/(4 B0): 1.2998 mT
Shift if 42 mT is a instead of D: 1.3048 mT
Largest closed-form error up to a = 0.9 B0: 1.3e-12 mT
Low-field line strength / uncoupled: 0.9957
High-field line strength / uncoupled: 0.9966
Rise of both transitions at field B0: 1.2850 mT
The same rise as a frequency: 35.98 MHz
Shift without flip-flop, magnitude: 0.0e+00 mT
Apparent g from the midpoint: 2.0082
Higher microwave frequency: 34.0 GHz
Uncoupled field at higher frequency: 1214.31 mT
Midpoint shift at higher frequency: 0.3605 mT
Silicon-29 nuclear g factor (rough input): -1.11
Shift change from nuclear Zeeman: 3.9e-04 mT
Axial hyperfine part (rough input): 2.0 mT
Shift, field along hyperfine axis: 1.175 mT
Second-order formula, along axis: 1.170 mT
Shift, field across hyperfine axis: 1.364 mT
Second-order formula, across axis: 1.359 mT
Shift averaged over directions: 1.301 mT
g anisotropy (rough input): 0.0015
Field spread from g anisotropy: 0.254 mT
Second-nucleus coupling (rough input): 1.0 mT
Midpoint shift from second nucleus: 0.00074 mT
Temperature: 300 K
Microwave quantum / thermal energy: 0.00152
finished without a failed check
```
